# Hysteresis of an N-layer synthetic antiferromagnet by continuation of minima

A simulated magnetic stack has just been relaxed at one field, and the field is lowered by half a millitesla. Should the next relaxation start from the old state, and if the answer comes out very different, was that a switching event or a step that was too long? The predicted switching field, and hence the field range in which a device keeps its state, hangs on this decision. The sign of the lowest Hessian eigenvalue settles most of it, but a zero eigenvalue alone does not prove a jump.

## Two layers by hand

Each layer is a single domain magnetized in its plane at angle \(\phi_i\) from the easy axis. Temperature is zero and the field \(B\) changes slowly. Take two equal layers with the field along the easy axis. The energy per area is

\[
E=-aB(\cos\phi_1+\cos\phi_2)+k(\sin^2\phi_1+\sin^2\phi_2)+J\cos(\phi_1-\phi_2),
\]

where \(a=M_st\), \(k=Kt\), and \(J>0\) favours antiparallel layers. With \(a\) in mA and \(B\) in mT, energies are in µJ/m². Define \(B_J=J/a\) and \(B_K=2k/a\), and assume \(2B_J>B_K\). With \(\Delta=\phi_1-\phi_2\), differentiating twice gives

\[
H_{ii}=aB\cos\phi_i+2k\cos2\phi_i-J\cos\Delta,\qquad H_{12}=J\cos\Delta .
\]

**Saturated state, (0,0).** The vectors (1,1) and (1,−1) have eigenvalues \(aB+2k\) and \(aB+2k-2J\). As the field falls, the second vanishes first, at \(B=2B_J-B_K\).

**Flopped state, (θ,−θ).** Here \(E=-2aB\cos\theta+2k\sin^2\theta+J\cos2\theta\), so

\[
\frac{dE}{d\theta}=2\sin\theta\,[aB+(2k-2J)\cos\theta]=0
\quad\Rightarrow\quad \cos\theta=\frac{B}{2B_J-B_K}.
\]

This state grows out of \(\theta=0\) exactly where saturation becomes unstable. Write \(c=\cos\theta\) and insert \(aB=(2J-2k)c\) in the Hessian:

\[
\lambda_{(1,1)}=(2J-2k)c^2+2k(2c^2-1)=(2J+2k)c^2-2k,
\]
\[
\lambda_{(1,-1)}=\lambda_{(1,1)}-2J(2c^2-1)=(2J-2k)(1-c^2).
\]

The second is positive for \(c<1\), so the transition from saturation is continuous and reversible although an eigenvalue vanished. The first reaches zero at \(c^2=B_K/(2B_J+B_K)\), that is, at

\[
B_-=(2B_J-B_K)\sqrt{\frac{B_K}{2B_J+B_K}} .
\]

**Antiparallel state, (0,π).** Now \(\cos\Delta=-1\), the diagonal elements are \(2k+J\pm aB\), and the off-diagonal element is \(-J\). The trace is positive, so stability requires a positive determinant, \((2k+J)^2-a^2B^2-J^2>0\). Expanding the square gives \(a^2B^2<4k^2+4kJ\), or

\[
|B|<B_+=\sqrt{B_K(B_K+2B_J)} .
\]

For \(B_K=20\) mT and \(B_J=40\) mT, saturation ends at \(80-20=60\) mT, \(B_-=60\sqrt{0.2}=26.83\) mT, and \(B_+=\sqrt{2000}=44.72\) mT. A numerical trace from positive saturation into reversed field found a continuous change at 60.00 mT and finite jumps at 26.83 and −44.72 mT. Between \(B_-\) and \(B_+\) both states are stable, and history chooses.

Choosing the lowest energy instead would remove this hysteresis. The antiparallel energy is \(-J\). Inserting \(\cos\theta\) gives the flopped energy \(2k-J-a^2B^2/(2J-2k)\). They are equal at

\[
B_0=\sqrt{B_K(2B_J-B_K)}=\sqrt{1200}=34.64\ \text{mT},
\]

which lies between the two stability limits.

## A fold, and why it forces a jump

These instabilities are special. For the antiparallel and flopped states the reason is that the field lies on a symmetry axis and, for the flopped state, that the layers are also equal. The loss of saturation stays special even in a tilted field, as the four-layer case will show. One layer in a field at angle \(\beta\) shows the other kind. With \(B_x=B\cos\beta\) and \(B_y=B\sin\beta\), zero torque and zero curvature, divided by \(a\), read

\[
B_x\sin\phi-B_y\cos\phi+B_K\sin\phi\cos\phi=0,
\]
\[
B_x\cos\phi+B_y\sin\phi+B_K\cos2\phi=0 .
\]

Multiplying the first by \(\sin\phi\), the second by \(\cos\phi\), and adding gives \(B_x=-B_K\cos^3\phi\). Multiplying the second by \(\sin\phi\) and subtracting the first times \(\cos\phi\) gives \(B_y=B_K\sin^3\phi\). Hence

\[
|B_x|^{2/3}+|B_y|^{2/3}=B_K^{2/3},
\]

the Stoner–Wohlfarth astroid. At \(\beta=30^\circ\) and \(B_K=20\) mT it puts the reversed switching field at −10.480 mT, and the numerical trace gives the same value.

For any number of layers, let \(g=\nabla E\) and let \(H\) have a single null vector \(v\), \(|v|=1\), at the critical point \((\phi_c,B_c)\). Put \(\phi=\phi_c+sv+w\), with \(w\perp v\), and \(\delta B=B-B_c\). The term linear in \(s\) vanishes because \(Hv=0\), and \(v\cdot Hw=0\) because \(H\) is symmetric. To leading order the force balance along \(v\) is

\[
\alpha\,\delta B+\tfrac12\Gamma s^2=0,\qquad
\alpha=v\cdot\partial_Bg,\qquad \Gamma=D^3E[v,v,v].
\]

If \(\alpha\Gamma\ne0\), there are two solutions \(s=\pm s_0\), \(s_0^2=2|\alpha\,\delta B/\Gamma|\), on one side of \(B_c\) and none nearby on the other. This is a fold: a minimum and a saddle merge and disappear. Along \(v\) the curvature is \(\lambda\simeq\Gamma s\), so the minimum has \(s\) of the same sign as \(\Gamma\), and

\[
\lambda^2\simeq2|\alpha\Gamma|\,|\delta B| .
\]

Thus \(\lambda^2\), rather than \(\lambda\), falls linearly with field near a fold. The reduced energy is \(V=\alpha\,\delta B\,s+\Gamma s^3/6\). Before the fold \(\alpha\,\delta B=-\Gamma s_0^2/2\), so \(V(\pm s_0)=\mp\Gamma s_0^3/3\), and the barrier per area is

\[
\Delta V=\tfrac23|\Gamma|s_0^3\propto|\delta B|^{3/2}.
\]

Beyond the fold \(dV/ds\) has the sign of \(\Gamma\) everywhere nearby, so the state leaves along \(-\operatorname{sgn}(\Gamma)\,v\).

If \(\alpha=0\), this argument does not apply, and the state reached just past the critical field must be examined. All three instabilities of the equal pair have \(\alpha=0\), because \(\partial_Bg_i=a\sin\phi_i\) either vanishes or is orthogonal to \(v\). One is continuous and two are jumps.

## The method for N layers

With field angle \(\beta\) and a symmetric coupling matrix \(J_{ij}\) with zero diagonal,

\[
E=\sum_i[-a_iB\cos(\phi_i-\beta)+k_i\sin^2\phi_i]+\tfrac12\sum_{ij}J_{ij}\cos(\phi_i-\phi_j).
\]

The factor ½ counts each pair once. Therefore

\[
g_i=a_iB\sin(\phi_i-\beta)+k_i\sin2\phi_i-\sum_jJ_{ij}\sin(\phi_i-\phi_j),
\]
\[
H_{ii}=a_iB\cos(\phi_i-\beta)+2k_i\cos2\phi_i-\sum_jJ_{ij}\cos(\phi_i-\phi_j),
\]

and \(H_{ij}=J_{ij}\cos(\phi_i-\phi_j)\) for \(i\ne j\). A third derivative along \(v\) gives

\[
\Gamma=\sum_i[-a_iB\sin(\phi_i-\beta)-4k_i\sin2\phi_i]v_i^3
+\tfrac12\sum_{ij}J_{ij}\sin(\phi_i-\phi_j)(v_i-v_j)^3 .
\]

Along a branch \(g(\phi(B),B)=0\). Differentiating this identity gives \(H\,d\phi/dB+\partial_Bg=0\), which supplies the predictor. The sweep then runs as follows.

1. Predict \(\phi+\delta B\,d\phi/dB\), with \(d\phi/dB=-H^{-1}\partial_Bg\) and \((\partial_Bg)_i=a_i\sin(\phi_i-\beta)\). Limit both the field step and the predicted turn.
2. Correct at the new field by Newton steps \(-H^{-1}g\).
3. Accept if Newton converges, the angles have changed little, and the lowest eigenvalue is positive. Otherwise halve the step.
4. If the step shrinks below a small limit, a singular point is near. If \(\alpha\ne0\), solve \(g=0\), \(Hv=0\), \(|v|=1\) together: \(2N+1\) equations for \(\phi\), \(v\) and \(B\). If \(\alpha=0\), take the last accepted state and field as the critical point.
5. Step slightly past \(B_c\), displace the state along \(-\operatorname{sgn}(\Gamma)v\) (either sign if \(\Gamma=0\)), and follow \(d\phi_i/dt=-g_i/a_i\) to a minimum. Record the displacement and the energy drop, then return to item 1.

Item 5 contains a physical assumption. The energy fixes where a minimum disappears; the dynamics selects the next one when several are available.

An energy account guards against unnoticed branch changes. On a branch \(g=0\), so \(dE/dB=\partial E/\partial B=-m\), with \(m=\sum_ia_i\cos(\phi_i-\beta)\). Let the sweep run from \(+B_m\) to \(-B_m\), with end states related by reversing all moments and the field. Their energies are equal, hence

\[
0=\int_{-B_m}^{B_m}m_{\downarrow}\,dB-\sum_nD_n ,
\]

where \(D_n>0\) are the energy drops. The upward branch is \(m_\uparrow(B)=-m_\downarrow(-B)\), so the loop area is \(\int(m_\downarrow-m_\uparrow)\,dB=2\sum_nD_n\).

## Four unequal layers

The layers are 3.0, 2.8, 3.2 and 2.9 nm thick, with \(M_s=1\) MA/m, \(K=10\) kJ/m³, nearest-neighbour \(J=120\) µJ/m², and the field 2° from the easy axis. For the first layer \(a=3\) mA and \(k=30\) µJ/m², hence \(B_J=120/3=40\) mT and \(B_K=60/3=20\) mT. The field falls from 200 to −200 mT in steps of at most 0.5 mT, with predicted turns of at most 0.01 rad.

At 60 mT the stack is canted. At 34.63 mT it jumps from (−12°, 150°, −35°, 82°) to (0°, 178°, −1°, 175°), nearly antiparallel. At zero field the net moment is \((3.0-2.8+3.2-2.9)/11.9=0.042\) of saturation. The antiparallel state survives field reversal until −39.75 mT, where it jumps to a canted state. Just before, the first layer has turned by 26° and the third by 11°. Both oppose the reversed field, but the first has one neighbour to hold it and the third has two, which is a plausible reason for the difference.

By inversion, the upward sweep jumps at −34.63 and 39.75 mT. Between 34.63 and 39.75 mT the downward sweep is canted and the upward sweep nearly antiparallel. At smaller fields the two sweeps carry opposite antiparallel states.

For the first jump \(\alpha=2.373\) mA and \(\Gamma=-69.63\) µJ/m². One millitesla before it, the leading law gives \(\lambda=\sqrt{2(2.373)(69.63)}=18.2\) µJ/m²; the computed value is 19.9, so the law is about 9% low there. At \(10^{-4}\) mT from the two folds, the ratio of computed to predicted \(\lambda^2\) is 1.003 and 0.998. A straight line through \(\lambda^2\) at 2 and 1 mT before the first jump foretells 34.62 mT. Such a line can warn of a fold before the step length collapses, but only close to it: points 4 and 2 mT before this jump foretell 33.2 mT. It can also give false alarms. Near 62 mT the line points to a fold at 59.6 mT, where \(\lambda\) only dips to about 9 µJ/m² and recovers.

The drops are 12.05 and 44.20 µJ/m². Their sum, 56.249, agrees with the integrated work, 56.248 µJ/m². The loop area is 112.5 µJ/m², or \(112.5/11.9=9.45\) kJ/m³ per cycle.

### The third singular event

The sweep recorded three singular events but two jumps; the third moved no layer by more than 0.1 rad. Unequal thicknesses and a tilted field do not make every instability a fold here. All layers share \(K/M_s\), so a state with equal angles has

\[
g_i=a_i\left[B\sin(\phi-\beta)+\tfrac12B_K\sin2\phi\right].
\]

One angle satisfies all four equations: 1.8° at 150 mT. In this state \(H=C\,\mathrm{diag}(a)-L\), where \(C=B\cos(\phi-\beta)+B_K\cos2\phi\) and \(L=\mathrm{diag}(\sum_jJ_{ij})-J\) has zero column sums. Summing the rows of \(Hv=0\) gives \(C\sum_ia_iv_i=0\). Since \(C\ne0\) at the instability,

\[
\alpha=\sin(\phi-\beta)\sum_ia_iv_i=0 .
\]

The coupling part of \(\Gamma\) vanishes, and \(g_i=0\) reduces the rest to \(\Gamma=-3\sin2\phi\sum_ik_iv_i^3\), which is generally small but not zero. With a positive effective quartic coefficient \(Q\), the energy at the instability is \(\Gamma s^3/6+Qs^4/24\), whose minimum lies at \(s=-3\Gamma/Q\). Leaving on that side, as item 5 prescribes, is a very small jump, here about 0.007 rad along \(v\) at 117.76 mT, which the 0.1 rad criterion does not distinguish from a continuous change. The jump is not forced. Past the critical field the curvature at \(s=0\) is negative, and a second minimum grows continuously out of \(s=0\) on the opposite side.

Small as it is, this event matters for the switching field. Just past it a second canted branch, with the layers turned the opposite way, is also stable. That branch jumps to the antiparallel state at about 33.7 mT instead of 34.63 mT. Near the departure the barrier between the two branches is very low, so a small disturbance can decide which one is followed and shift the first jump by about 0.9 mT.

The return to uniform alignment between −100 and −150 mT must also pass a singular point, since a nonsingular branch cannot join another. It was not recorded. Newton's method started on the uniform branch stays there, because both \(g\) and \(H(1,\dots,1)^T\) are proportional to \((a_i)\). On departure it therefore meets a negative eigenvalue. On return, a finite step can cross the singular point and land on the uniform branch with \(\lambda>0\). The state at −100 mT is the inverse of the second canted branch, which joins the uniform one continuously, so no drop is expected there. Positive eigenvalues at both ends of a step do not prove stability between them. The energy account closes to about 0.001 µJ/m², so it gives no sign of a larger missed drop, although integration error could hide one of similar size.

## What a real stack changes

These are rough values for ferromagnetic films coupled through ruthenium. The magnetization suits CoFeB better than CoFe, the coupling is weak compared with the roughly 1 mJ/m² possible through thin ruthenium, and the anisotropy is high for a soft film. The last choice matters: for the equal pair \(B_-/B_+=(2B_J-B_K)/(2B_J+B_K)\). With \(B_J\) held at 40 mT, lowering \(B_K\) from 20 to 5 mT shrinks the window from 17.9 to 2.4 mT.

For a disc 2 µm across with 2 nm spacers, dipolar coupling between uniformly magnetized layers adds 9.1 µJ/m² to the first pair. Repeating the sweep with all dipolar pairs included moves the jumps to 37.47 and −41.46 mT, shifts of 2.8 and 1.7 mT in magnitude; on the second canted branch the first jump moves to 36.53 mT. Thermal activation of the whole disc at 300 K, with a 1 s wait and an assumed attempt rate of \(10^9\) s⁻¹, can typically cross a barrier of \(k_BT\ln10^9=0.54\) eV. Equating this to \(\Delta V\) times the disc area advances the jumps by 0.10 and 0.16 mT. Heat matters more at the departure from saturation. Half a millitesla below it the barriers between the two canted branches are only 8 to 9 \(k_BT\), so either branch may be followed, with the 0.9 mT difference in the first jump. Landau–Lifshitz–Gilbert motion with damping 0.02, started at the fold angles 0.2 mT past each fold, reached the same minima as overdamped descent.

Out-of-plane tilts are stiff. Their Hessian diagonal contains \(\mu_0M_s^2t_i\), about 3500 µJ/m² for the thinnest layer, and the lowest out-of-plane eigenvalue sampled along the sweep was 3600 µJ/m².

Uniform rotation is the weakest assumption. For a rough exchange stiffness of 15 pJ/m the wall width \(\pi\sqrt{A/K}\) is 122 nm, so the disc has room for domains, and a reversed region can start the transition before the uniform state becomes unstable. For the equal pair, the equal-energy field shows the possible scale: domain growth could move the transitions from 26.8 and 44.7 mT towards 34.6 mT, by up to 8 and 10 mT. The corresponding shift for the four-layer disc was not calculated. Its traced jumps are stability limits of coherent rotation; a working field range needs a margin for domains as well as for dipolar coupling.

The numerical output lists the states along the sweep and the data of each jump.

## Computed results

```
layer thicknesses (nm): [3.  2.8 3.2 2.9]  spacer (nm): 2.0
Ms = 1.0 MA/m, K = 10.0 kJ/m^3, J = 120.0 uJ/m^2, field tilt = 2.0 deg
3 nm layer: B_K = 20.00 mT, B_J = 40.00 mT
one layer, field at 30 deg: traced jump -10.4803, astroid -10.4803 mT
equal pair: lam=0 at 60.0000 mT, formula 60.0000 mT, continuous
equal pair: lam=0 at 26.8328 mT, formula 26.8328 mT, jump
equal pair: lam=0 at -44.7213 mT, formula -44.7214 mT, jump
descending sweep: B (mT), m/m_s, lam (uJ/m^2), angles (deg)
  150.0   1.0000    95.20      1.8     1.8     1.8     1.8
  100.0   0.8676    90.10    -15.5    46.2   -32.0    16.8
   60.0   0.5453     9.20    -19.2   116.4   -40.6    32.6
   30.0   0.0428    32.53      0.2   178.9    -0.7   177.2
    0.0   0.0420    59.48     -0.0   180.0    -0.0  -180.0
  -30.0   0.0408    27.76     -3.7   178.7    -1.7   179.9
  -60.0  -0.5620     9.78   -154.1    79.5  -129.1   149.6
 -100.0  -0.8696    91.74   -161.3   138.2  -144.2   166.4
 -150.0  -1.0000    95.20   -178.2  -178.2  -178.2  -178.2
singular events: 3, jumps: 2
jump 1: B = 34.6305 mT, drop = 12.054 uJ/m^2, alpha = 2.373 mA, cubic = -69.63 uJ/m^2
  angles before (deg):   -12.1   149.7   -35.2    81.5
  angles after  (deg):    -0.0   178.2    -1.3   175.4
  thermal advance 0.103 mT; LLG landing differs by 0.00 deg
jump 2: B = -39.7485 mT, drop = 44.195 uJ/m^2, alpha = -1.200 mA, cubic = 32.60 uJ/m^2
  angles before (deg):   -25.9   169.7   -11.0   176.3
  angles after  (deg):  -163.6    38.8  -138.1   129.5
  thermal advance 0.158 mT; LLG landing differs by 0.00 deg
ascending jumps by inversion (mT): -34.630 39.749
lam 2 mT and 1 mT before jump 1: 28.108, 19.921 uJ/m^2
jump 1 foretold by the lam^2 line: 34.621 mT
lam^2 law, measured/predicted: 1.0029 0.9975
barrier law, measured/predicted: 1.0000 1.0000
sweep work 56.2475, sum of drops 56.2487 uJ/m^2
loop area = 112.497 uJ/m^2 = 9.454 kJ/m^3
lowest out-of-plane eigenvalue on the path = 3600.9 uJ/m^2
disc diameter = 2000 nm, wall width pi*sqrt(A/K) = 122 nm (A = 15.0 pJ/m)
thermal barrier for 1.0 s at 300.0 K = 0.536 eV; LLG damping = 0.02
dipolar coupling: nearest 9.12, ends 7.46 uJ/m^2
jumps with dipolar coupling (mT): 37.471 -41.458
```
